# Becke's Half-and-Half Functional from the Adiabatic Connection

**Q.** Mixing half of the exact exchange energy with half of something local looks like a compromise between two unsatisfactory methods. Why half?

**A.** The half is the end-point weight of a trapezoid rule. What needs care is the integral to which the rule is applied, and what stands at its upper end.

I use Hartree atomic units. Let $n(\mathbf r)$ be the ground-state density of $N$ electrons, $T$ the kinetic-energy operator and $V_{ee}=\sum_{i<j}1/|\mathbf r_i-\mathbf r_j|$ the repulsion. For each coupling $\lambda$ between 0 and 1 define

$$F_\lambda[n]=\min_{\Psi\to n}\langle\Psi|T+\lambda V_{ee}|\Psi\rangle ,$$

where the search runs over normalized antisymmetric wavefunctions with density $n$. The minimizer is $\Psi_\lambda$. At $\lambda=0$ the minimum is the Kohn–Sham kinetic energy, $F_0=T_s$. At $\lambda=1$ it is the kinetic plus repulsion energy of the real electrons. With the Hartree energy

$$J[n]=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',$$

the exchange-correlation energy is by definition

$$E_{xc}=F_1-T_s-J=F_1-F_0-J .$$

A difference of end values is the integral of a derivative, so we need $dF_\lambda/d\lambda$.

**Q.** The wavefunction changes with $\lambda$ too. Surely its derivative contributes?

**A.** It drops out, because the density is held fixed. Assume that for every $\lambda$ there is a potential $v_\lambda(\mathbf r)$ for which $\Psi_\lambda$ is a ground state:

$$\Big[T+\lambda V_{ee}+\sum_i v_\lambda(\mathbf r_i)\Big]\Psi_\lambda=\mathcal E_\lambda\Psi_\lambda .$$

Differentiate $F_\lambda=\langle\Psi_\lambda|T+\lambda V_{ee}|\Psi_\lambda\rangle$ by the product rule, and replace $(T+\lambda V_{ee})\Psi_\lambda$ by $(\mathcal E_\lambda-\sum_iv_\lambda)\Psi_\lambda$ in the terms that contain $\partial\Psi_\lambda/\partial\lambda$:

$$\frac{dF_\lambda}{d\lambda}=\langle V_{ee}\rangle_\lambda+\mathcal E_\lambda\frac{d}{d\lambda}\langle\Psi_\lambda|\Psi_\lambda\rangle-\int v_\lambda(\mathbf r)\frac{\partial n(\mathbf r)}{\partial\lambda}\,d^3r .$$

The second term vanishes because the norm is 1, the third because $n$ does not depend on $\lambda$. Integrate, and put $J$, which is also independent of $\lambda$, under the integral:

$$E_{xc}=\int_0^1W_\lambda\,d\lambda,\qquad W_\lambda=\langle\Psi_\lambda|V_{ee}|\Psi_\lambda\rangle-J[n].$$

This is the adiabatic connection. The integrand contains no kinetic energy, yet the integral includes the kinetic part of correlation, $F_1-\langle V_{ee}\rangle_1-T_s$.

**Q.** Does the potential really have to follow $\lambda$? Keeping the physical one would be simpler.

**A.** It would give another quantity. With the potential frozen at $v=v_1$, the integral of $\langle V_{ee}\rangle$ is the difference of ground-state energies at $\lambda=1$ and $\lambda=0$. The first is $F_1+\int vn$. The second, by the variational principle, is at most $T_s[n]+\int vn$. Subtracting,

$$\int_0^1\langle V_{ee}\rangle_\lambda^{\text{frozen}}d\lambda-J\;\ge\;F_1-T_s-J=E_{xc}.$$

A small model shows the size of the effect: two electrons in a singlet on two sites, with hopping 0.5, on-site repulsion $U=2$ and site energies that differ by 0.5 at full coupling. There $V_{ee}$ counts $U$ for each doubly occupied site, and $J=\frac U2(n_1^2+n_2^2)$. Diagonalization gives $E_{xc}=-1.40805$ from the definition. The $\lambda$ integral at fixed density gives the same printed value; with the potential frozen it gives $-1.31985$.

**Q.** Then take the lower end. What is $W_0$?

**A.** If the noninteracting ground state is nondegenerate, $\Psi_0$ is a single determinant of Kohn–Sham orbitals $\phi_{i\sigma}$. The repulsion in a determinant is the sum over pairs of a direct term minus an exchange term, and the exchange term vanishes for opposite spins. With $\gamma_\sigma(\mathbf r,\mathbf r')=\sum_i\phi_{i\sigma}(\mathbf r)\phi^*_{i\sigma}(\mathbf r')$, summed over occupied orbitals,

$$\langle V_{ee}\rangle_0=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')-\sum_\sigma|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

The first part is $J$. Hence

$$W_0=-\frac12\sum_\sigma\iint\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'=E_x^{\text{exact}} .$$

For two electrons in one spatial orbital $\phi$, $n=2|\phi|^2$ and each $|\gamma_\sigma|^2$ equals $n(\mathbf r)n(\mathbf r')/4$. The two spins together give $W_0=-J/2$. In the two-site model $J=2.00813$ and $W_0=-1.00406$, as they should be.

**Q.** At the upper end you need the fully interacting wavefunction. You do not have it.

**A.** No, so this end is approximated. The local spin-density approximation (LSDA) takes each volume element to be a piece of uniform electron gas with the local spin densities. For a spin-polarized system the construction above is repeated with both spin densities held fixed, not only their sum, and with a separate potential for each spin.

**Q.** Then $W_1$ is simply $E_{xc}^{\text{LSDA}}$, and the functional is half exact exchange plus half LSDA.

**A.** That is a different quantity. $E_{xc}$ is the integral over the whole curve; $W_1$ is the height of the curve at its end. For exchange the two agree, for correlation they do not. To see this, define the correlation energy at coupling $\lambda$,

$$E_c^\lambda[n]=F_\lambda-T_s-\lambda(J+E_x).$$

It vanishes at $\lambda=0$ and equals $E_c$ at $\lambda=1$. Its derivative is

$$\frac{dE_c^\lambda}{d\lambda}=\langle V_{ee}\rangle_\lambda-J-E_x=W_\lambda-E_x\equiv W_{c,\lambda}.$$

We need the slope at $\lambda=1$, called $U_c=W_{c,1}$. It is the potential part of the correlation energy.

**Q.** The uniform-gas formula is given at full coupling. Where would you get a slope in $\lambda$?

**A.** From a change of length scale. Replace $\Psi(\mathbf r_1,\dots)$ by $\gamma^{3N/2}\Psi(\gamma\mathbf r_1,\dots)$. The density becomes $n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)$. The kinetic energy, with two derivatives, is multiplied by $\gamma^2$, and the repulsion, an inverse length, by $\gamma$. With $\gamma=1/\lambda$,

$$\langle T+V_{ee}\rangle_{\text{scaled}}=\lambda^{-2}\langle T\rangle+\lambda^{-1}\langle V_{ee}\rangle=\lambda^{-2}\langle T+\lambda V_{ee}\rangle .$$

Scaling maps the wavefunctions with density $n$ one to one onto those with density $n_{1/\lambda}$, so the minima are related in the same way: $F_\lambda[n]=\lambda^2F_1[n_{1/\lambda}]$. Likewise $T_s[n]=\lambda^2T_s[n_{1/\lambda}]$, and since $J$ and $E_x$ scale as inverse lengths, $\lambda(J+E_x)[n]=\lambda^2(J+E_x)[n_{1/\lambda}]$. Subtracting,

$$E_c^\lambda[n]=\lambda^2E_c[n_{1/\lambda}],\qquad n_{1/\lambda}(\mathbf r)=\lambda^{-3}n(\mathbf r/\lambda).$$

Now insert the local form $E_c=\int n\,\varepsilon_c(r_s,\zeta)\,d^3r$. Here $\varepsilon_c$ is the correlation energy per electron of the uniform gas, $r_s=(3/4\pi n)^{1/3}$, and $\zeta=(n_\uparrow-n_\downarrow)/n$ is the spin polarization, which scaling leaves alone. A density multiplied by $\lambda^{-3}$ has its $r_s$ multiplied by $\lambda$. Substituting $\mathbf r=\lambda\mathbf x$, the volume factor $\lambda^3$ cancels $\lambda^{-3}$:

$$E_c^\lambda=\lambda^2\int n(\mathbf x)\,\varepsilon_c(\lambda r_s(\mathbf x),\zeta(\mathbf x))\,d^3x .$$

The product and chain rules, taken at $\lambda=1$, give

$$U_c^{\text{LSDA}}=\int n\,u_c\,d^3r,\qquad u_c=2\varepsilon_c+r_s\frac{\partial\varepsilon_c}{\partial r_s}.$$

**Q.** Can that relation be checked without using the scaling argument again?

**A.** Yes, in a theory where the coupling can be varied by hand. The sum of ring diagrams for the uniform gas is a partial theory of correlation, but it has a definite value at each coupling. At $r_s=2$ bohr it gives $\varepsilon_c=-0.061802$ hartree per electron. Its direct derivative with respect to the coupling is $-0.100420$, and $2\varepsilon_c+r_s\,d\varepsilon_c/dr_s$ gives $-0.100420$ as well.

**Q.** A program for LSDA supplies $\varepsilon_c$ and potentials, not $\partial\varepsilon_c/\partial r_s$.

**A.** The potentials contain it. From $v_{c,\sigma}=\partial(n\varepsilon_c)/\partial n_\sigma=\varepsilon_c+n\,\partial\varepsilon_c/\partial n_\sigma$,

$$\sum_\sigma n_\sigma v_{c,\sigma}=n\varepsilon_c+n\sum_\sigma n_\sigma\frac{\partial\varepsilon_c}{\partial n_\sigma}.$$

The last sum is the change when both spin densities grow in the same proportion, that is, at fixed $\zeta$. Since $r_s\propto n^{-1/3}$, it equals $-\frac13r_s\,\partial\varepsilon_c/\partial r_s$. Therefore

$$n\,r_s\frac{\partial\varepsilon_c}{\partial r_s}=3n\varepsilon_c-3\sum_\sigma n_\sigma v_{c,\sigma},\qquad n\,u_c=5n\varepsilon_c-3\sum_\sigma n_\sigma v_{c,\sigma}.$$

**Q.** And local exchange? You said that it needs no such correction.

**A.** LSDA exchange is

$$E_x^{\text{LSDA}}=-\frac34\Big(\frac6\pi\Big)^{1/3}\sum_\sigma\int n_\sigma^{4/3}\,d^3r .$$

Under scaling the integrand gains $\gamma^4$ and the volume element $\gamma^{-3}$, so $E_x^{\text{LSDA}}[n_\gamma]=\gamma E_x^{\text{LSDA}}[n]$. At coupling $\lambda$ it is $\lambda^2\cdot\lambda^{-1}E_x^{\text{LSDA}}=\lambda E_x^{\text{LSDA}}$, whose slope is the constant $E_x^{\text{LSDA}}$. The upper end is thus

$$W_1^{\text{LSDA}}=E_x^{\text{LSDA}}+U_c^{\text{LSDA}} .$$

**Q.** So now the rule can be applied.

**A.** The trapezoid rule replaces the curve by the straight line between its ends, and the area under that line is the mean of the two heights:

$$E_{xc}\approx\tfrac12(W_0+W_1).$$

With the exact lower end and the local upper end,

$$\boxed{E_{xc}^{\text{HH}}=\tfrac12E_x^{\text{exact}}+\tfrac12\left(E_x^{\text{LSDA}}+U_c^{\text{LSDA}}\right)}$$

This is Becke's half-and-half functional. No parameter was fitted to molecular data to get the halves.

**Q.** Why use the local approximation at $\lambda=1$ but not at $\lambda=0$? It is the same approximation.

**A.** At $\lambda=0$ there is no need for it, since the orbitals give $W_0$. That it does better at $\lambda=1$ is a physical assumption, not a theorem. The argument concerns the region around an electron from which others are depleted. For an electron in the bond region between two like atoms, exchange alone spreads this hole over both atoms, which a functional of the density at one point cannot know. Repulsion keeps electrons apart and tends to draw the hole in around its electron, closer to what a local model describes.

**Q.** How wrong is the straight line, even with perfect ends?

**A.** Suppose $W$ has a continuous second derivative. Integrate by parts twice; the factor $\lambda(1-\lambda)$ removes the first boundary term:

$$\int_0^1\lambda(1-\lambda)W''d\lambda=-\int_0^1(1-2\lambda)W'd\lambda=W_0+W_1-2\int_0^1W\,d\lambda .$$

Half of this is the error of the rule. The weight $\lambda(1-\lambda)$ is nonnegative and integrates to $1/6$, so by the mean-value theorem

$$\tfrac12(W_0+W_1)-\int_0^1W\,d\lambda=\tfrac1{12}W''(\xi)$$

for some $\xi$ between 0 and 1. If the curve sags below its chord, the rule lies above the integral and gives too little correlation.

In the two-site model the curve does sag at all sampled couplings. With $W_1=-1.68525$ the rule gives $\frac12(-1.00406-1.68525)=-1.34466$, against $E_{xc}=-1.40805$. After $W_0$ is subtracted from both, the rule recovers 84% of the correlation energy.

**Q.** Is there a regime where it becomes reliable?

**A.** Weak interaction. Multiply the repulsion by a small factor $g$. When perturbation theory applies, the lowest correlation energy is of second order, $E_c^\lambda=a(g\lambda)^2+b(g\lambda)^3+\dots$, so

$$W_{c,\lambda}=2ag^2\lambda+3bg^3\lambda^2+\dots$$

The rule gives $\frac12W_{c,1}=ag^2+\frac32bg^3$, while the integral is $ag^2+bg^3$. They agree to second order. In the model, lowering the repulsion from 2 to 0.1 while keeping the site energies at full coupling raises the recovered fraction from 0.843 to 0.991. The density changes between these two calculations, so they illustrate the trend and do not test the order of the error.

The opposite regime is a stretched bond. Take the symmetric two-site model with vanishing hopping. One electron sits on each site, so $J=U$. For any $\lambda>0$ the electrons avoid each other, $\langle V_{ee}\rangle=0$ and $W_\lambda=-U$, but $W_0=-U/2$. The integral is $-U$; the rule gives $-\frac34U$. The curve drops at once near $\lambda=0$, and a line from end to end misses this.

**Q.** I have met a version with half of each exchange and the whole of $E_c$. Is that a mistake?

**A.** It needs one more assumption. If $W_{c,\lambda}$ were linear in $\lambda$, it would be $\lambda U_c$, and its integral would give $E_c=\frac12U_c$. Replacing $\frac12U_c^{\text{LSDA}}$ by $E_c^{\text{LSDA}}$ yields

$$E_{xc}^{\text{full}}=\tfrac12E_x^{\text{exact}}+\tfrac12E_x^{\text{LSDA}}+E_c^{\text{LSDA}} .$$

For the local functional itself the two choices differ by

$$\tfrac12U_c^{\text{LSDA}}-E_c^{\text{LSDA}}=\tfrac12\int n\,r_s\frac{\partial\varepsilon_c}{\partial r_s}\,d^3r .$$

This is positive where correlation weakens as the gas is diluted. One may also regard the variant as integrating the local correlation curve in full and using the trapezoid for exchange alone.

Your earlier proposal, with $E_{xc}^{\text{LSDA}}$ at the upper end, keeps $\frac12E_c^{\text{LSDA}}$. Even in the weak-coupling regime, where the trapezoid is good, it would count half of the correlation.

**Q.** Show me that these distinctions matter for a molecule.

**A.** Take N$_2$ at a chosen bond length of 1.10 Å, in the cc-pVTZ basis, with Perdew–Wang correlation in LSDA. The orbitals come from self-consistent LSDA calculations for the atom and the molecule, and each functional is evaluated on them. "Exact exchange" therefore means the exact expression for $W_0$ on approximate orbitals in a finite basis. The pieces, in hartree, are:

| | N | N$_2$ |
|---|---:|---:|
| $E_x^{\text{exact}}$ | −6.55498 | −13.04455 |
| $E_x^{\text{LSDA}}$ | −5.86491 | −11.82854 |
| $E_c^{\text{LSDA}}$ | −0.42608 | −0.94123 |
| $U_c^{\text{LSDA}}$ | −0.70071 | −1.55056 |

In N$_2$ half of $U_c^{\text{LSDA}}$ is $-0.77528$, or 82% of $E_c^{\text{LSDA}}$, so the local correlation curve is visibly not linear. This does not tell how straight the exact curve is. The five decimals serve the arithmetic below and are not converged in the basis: in cc-pVQZ the exchange pieces move by 0.0015 to 0.004 hartree and the correlation pieces by up to 0.0005 hartree, while the ratio stays at 82%.

With exact exchange and no correlation the total energies are $-54.39286$ and $-108.95797$ hartree. To reach half-and-half, add $\frac12(E_x^{\text{LSDA}}+U_c^{\text{LSDA}}-E_x^{\text{exact}})$:

$$E(\mathrm N)=-54.39286+\tfrac12(-5.86491-0.70071+6.55498)=-54.39818,$$

$$E(\mathrm N_2)=-108.95797+\tfrac12(-11.82854-1.55056+13.04455)=-109.12525 .$$

The atomization energy is $2E(\mathrm N)-E(\mathrm N_2)=0.32889$ hartree, or 8.95 eV, without zero-point motion.

The reference is a frozen-core CCSD(T) calculation in the same basis. It leaves out core correlation, excitations beyond its level and the effect of a larger basis, so it is a yardstick and not experiment. The five density-functional entries below rise by 0.04 to 0.05 eV in cc-pVQZ, so their second decimal is specific to this basis. Deviations are relative to the cc-pVTZ reference, in eV:

| Method | Energy | Deviation |
|---|---:|---:|
| Exact exchange only | 4.69 | −4.69 |
| LSDA | 11.58 | +2.20 |
| Half-and-half | 8.95 | −0.42 |
| Variant with full $E_c$ | 9.34 | −0.03 |
| $E_{xc}^{\text{LSDA}}$ at upper end | 8.13 | −1.24 |
| CCSD(T) | 9.37 | 0 |

**Q.** The variant wins. Should I prefer it to the functional you derived?

**A.** Not on this evidence. One molecule in one basis cannot rank two functionals, and a deviation of 0.03 eV is a statement about this reference, whose own omissions have not been computed here. They are not small: the spectroscopic value without zero-point motion, taken from the literature, is about 9.9 eV, some 0.5 eV above the reference, so the variant too falls about half an eV short of the real molecule. The table does show that the three readings are distinct: they spread over 1.2 eV.

It also shows what replacing the lower end does. Exchange contributes $2E_x(\mathrm N)-E_x(\mathrm N_2)$ to the atomization energy. The exact expression gives $-13.10996+13.04455=-0.06541$ hartree, the local one $-11.72982+11.82854=+0.09872$ hartree. On these orbitals the local approximation at $\lambda=0$ thus gives this contribution the wrong sign and favours the molecule by 0.164 hartree, about 4.5 eV, too much. In cc-pVQZ the two contributions become $-0.060$ and $+0.103$ hartree; the signs and the difference stay. Half-and-half removes half of that exchange error. The calculation does not measure the error of the local end at $\lambda=1$, so how far errors cancel there remains open.

**Q.** Is there a case where the local upper end alone is at fault?

**A.** A single electron. It has no partner to repel, so $\langle V_{ee}\rangle_\lambda=0$ and $W_\lambda=-J$ at every coupling. The true curve is flat and the trapezoid rule itself makes no error. Yet

$$E_{xc}^{\text{HH}}-E_{xc}=\tfrac12\left(E_x^{\text{LSDA}}+U_c^{\text{LSDA}}+J\right),$$

which is half the error of the local upper end. The three terms can partly cancel, so the size and sign of this error depend on the density, but nothing makes it vanish in general. What remains is a spurious interaction of the electron with itself. This fault comes from the approximation at $\lambda=1$. In the stretched two-site model both ends were exact and the straight line alone was at fault, so a better upper end would not help there. In a real molecule the two faults can occur together.

The program tests the fixed-density integral, $W_0=-J/2$, the sagging curve and the weak-coupling ratio in the two-site model, the slope relation for the ring sum, and, for N and N$_2$, the potential formula for $U_c^{\text{LSDA}}$ and the $\lambda$ integral of the local correlation. The error formula of the rule, the stretched-bond limit and the single-electron result are derived above but not tested numerically.

## Calculated quantities

```
TWO-SITE MODEL (model energy units)
hopping 0.5, repulsion 2.0, bias 0.5
density difference n1-n2       -0.12748
Hartree energy                 2.00813
W at lambda=0                  -1.00406
W at lambda=1                  -1.68525
E_xc from definition           -1.40805
E_xc from lambda integral      -1.40805
integral, potential frozen     -1.31985
trapezoid, exact end points    -1.34466
trapezoid E_c / exact E_c      0.8431
same ratio at repulsion 0.1    0.9913
UNIFORM GAS, RING DIAGRAMS (hartree per electron)
r_s = 2.0 bohr, E_c             -0.061802
U_c from coupling derivative   -0.100420
U_c from 2 E_c + r_s dE_c/dr_s -0.100420
NITROGEN, cc-pvtz, bond 1.10 angstrom
Pieces in hartree:                    N          N2
exact exchange E_x                -6.55498   -13.04455
LSDA exchange                     -5.86491   -11.82854
LSDA E_c                          -0.42608    -0.94123
LSDA U_c                          -0.70071    -1.55056
LSDA E_c from lambda integral     -0.42608    -0.94123
Total energies in hartree:            N          N2
exact exchange only              -54.39286  -108.95797
LSDA                             -54.12888  -108.68319
half-and-half, true trapezoid    -54.39818  -109.12525
half-and-half, full E_c          -54.47391  -109.29120
mistaken, half of E_c            -54.26087  -108.82058
CCSD(T) reference                -54.51471  -109.37390
1 hartree = 27.211386 eV
Atomization energy and deviation from reference, eV:
exact exchange only               4.687   -4.687
LSDA                             11.577    2.203
half-and-half, true trapezoid     8.949   -0.425
half-and-half, full E_c           9.344   -0.030
mistaken, half of E_c             8.132   -1.242
CCSD(T) reference                 9.374    0.000
```
